\section*{Why Xenon Ions Are Weaker 13.5 nm Emitters Than Tin Ions}

\section{Two neighbours, one mirror band}

Multilayer mirrors for extreme-ultraviolet lithography accept a band about 2\% wide at 13.5 nm, a photon energy of 91.8 eV. Hot plasmas of tin radiate strongly there. Xenon, four places further on in the periodic table and far cleaner to handle, has its strongest emission near 11 nm. Both plasmas contain ions with an open $4d$ shell, and both radiate when a $4d$ electron is promoted and falls back. Why do four units of nuclear charge matter so much?

The obvious answer, that all $4d$--$4f$ intervals grow with nuclear charge, is half of the truth. In the model below the $4d^74f$ levels of Xe$^{10+}$ lie, on average, 92.6 eV above the $4d^8$ ground configuration, which is 13.4 nm. The levels are in the right place, but the strength is elsewhere.

\section{What has to be compared}

Let an optically thin plasma be in local thermal equilibrium. A line of frequency $\nu$ has emissivity $j\propto N_uA_{ul}\,h\nu$. Two relations remove the upper level:
\begin{equation}
g_uA_{ul}\propto \nu^2 g_l f_{lu},\qquad
\frac{N_u}{N_l}=\frac{g_u}{g_l}\,e^{-h\nu/kT}
\quad\Rightarrow\quad j\propto N_l f_{lu}\,\nu^3e^{-h\nu/kT}.
\end{equation}
At one wavelength, one temperature and one density of ions in the ground configuration, two ions therefore compare as their absorption oscillator strengths. "Per ion" below means per ion in the ground configuration. With its $g$ states equally populated, the strength per ion is, in atomic units,
\begin{equation}
f=\frac1g\sum_{l,u}2(E_u-E_l)\,|\langle u|z|l\rangle|^2 ,
\label{f}
\end{equation}
where $z$ is summed over electrons and the sums run over individual states.

The model is a free ion with ground configuration $4d^n$ and three excited configurations, $4d^{n-1}4f$, $4p^54d^{n+1}$ and $4d^{n-1}5p$. Orbitals come from a configuration-average Hartree--Fock calculation with a spin-free relativistic one-electron part, and are kept frozen on excitation. All states of these configurations are then mixed by the Coulomb and spin-orbit interactions. In the Coulomb matrix everything except the configuration averages, including the coupling between configurations, is multiplied by 0.85, an empirical allowance for missing correlation. The spin-orbit part is not scaled.

\section{Where the levels lie}

Let $I_a$ be the energy of an electron in orbital $a$ in the field of the nucleus and closed shells, and $P_{ab}$ the average interaction of two open-shell electrons. For $a=4f$ or $5p$,
\begin{align}
E(4d^n)&=nI_d+\tfrac12n(n-1)P_{dd},\\
E(4d^{n-1}a)&=(n-1)I_d+\tfrac12(n-1)(n-2)P_{dd}+I_a+(n-1)P_{da}.
\end{align}
Since $\tfrac12n(n-1)-\tfrac12(n-1)(n-2)=n-1$, the average interval is
\begin{equation}
\Delta_a=I_a-I_d-(n-1)(P_{dd}-P_{da}).
\label{gap}
\end{equation}
With fixed orbitals, removing one $4d$ spectator raises the interval by $P_{dd}-P_{da}$. This is small if $a$ occupies the same region as $4d$, and large if $a$ lies outside it. In Xe$^{10+}$ the mean radii of $4d$, $4f$ and $5p$ are 0.82, 0.99 and 1.58 bohr. From Xe$^{9+}$ to Xe$^{11+}$, with the orbitals recomputed for each ion, the $4d$--$4f$ average rises by 2.4 eV per unit charge and the $4d$--$5p$ average by 8.5 eV.

\section{Where the strength lies}

Light does not excite all levels of $4d^{n-1}4f$ equally. Let $D=\sum_i z_i\,f_i^\dagger d_i$ be the part of the dipole operator that moves an electron from $4d$ to $4f$, with $i$ labelling $m$ and spin. The strength-weighted mean energy of the array, before mixing with other configurations and without spin-orbit coupling, is
\begin{equation}
\bar E=\frac{\mathrm{Tr}\,D^\dagger(HD-DH)}{\mathrm{Tr}\,D^\dagger D},
\end{equation}
the trace running over the states of $4d^n$.

Its dependence on $n$ follows by counting. The one-electron part of $H$ contributes $I_f-I_d$. In the interaction part, $HD-DH$ creates one $f$ electron, destroys one $d$ electron and scatters one other $d$ electron. $D^\dagger$ then returns the $f$ electron to the $d$ shell. What remains is a sum of terms $d_a^\dagger d_b^\dagger d_cd_e$. Such a term has a trace only if it restores the same two orbitals, and $\binom{8}{n-2}$ states contain a given pair. In the denominator $\binom{9}{n-1}$ states contain a given orbital. Hence
\begin{equation}
\bar E-(I_f-I_d)\propto\binom{8}{n-2}\Big/\binom{9}{n-1}=\frac{n-1}{9}.
\end{equation}
By (\ref{gap}), $\Delta_f-(I_f-I_d)$ is also proportional to $n-1$. So is the difference, for given radial integrals:
\begin{equation}
\bar E-\Delta_f=\frac{n-1}{9}\,X ,
\label{shift}
\end{equation}
where $X$ is the value for a full shell, $n=10$.

The full shell is simple because $D$ then produces one state, $|P\rangle=\sum_{m\sigma}x_m f^\dagger_{m\sigma}d_{m\sigma}|4d^{10}\rangle$. Its amplitudes are proportional to the angular integrals of $z/r$,
\begin{equation}
c_m=\sqrt{\frac{9-m^2}{35}},\qquad \sum_{m=-2}^{2}c_m^2=\frac{5+8+9+8+5}{35}=1,\qquad x_m=\frac{c_m}{\sqrt2},
\end{equation}
the last factor normalizing the sum over two spins. Between two electron-hole pairs the interaction is
\begin{equation}
+\langle f_md_{m'}|r_{12}^{-1}|d_mf_{m'}\rangle-\langle f_md_{m'}|r_{12}^{-1}|f_{m'}d_m\rangle ,
\end{equation}
where the first orbital on each side belongs to electron 1. The second term requires equal spins of the two pairs; the first does not.

Expand $r_{12}^{-1}$ in multipoles $k$. In the first term each electron carries a transition density $4d\,4f$, with radial integral $G^k$. The sum over $m$ of $c_m$ times the angular integral of rank $k$ vanishes unless $k=1$, by orthogonality of the coupling coefficients. For $k=1$ it gives
\begin{equation}
G^1\Big(\sum_{m\sigma}x_mc_m\Big)^2=G^1\Big(\frac{2}{\sqrt2}\Big)^2=2G^1 .
\end{equation}
The transition dipoles of all ten electrons oscillate in phase and repel, which raises the energy of the one state that light can reach.

From this the average of the same term over all $10\times14=140$ states must be subtracted. Only equal spins contribute to it, which gives a factor 2. The squared angular integrals, summed over both magnetic quantum numbers, are $3$, $\tfrac43$ and $\tfrac{50}{33}$ for $k=1,3,5$. The direct term with $k=0$ is common to all states and cancels; those with $k=2,4$ average to zero but survive in $|P\rangle$. Thus
\begin{equation}
X=2G^1-\tfrac1{70}\big(3G^1+\tfrac43G^3+\tfrac{50}{33}G^5\big)-d_2F^2-d_4F^4 ,
\label{X}
\end{equation}
where $F^k$ is the radial integral between the densities of $4d$ and $4f$, and
\begin{equation}
d_k=\sum_{mm'}c_mc_{m'}\langle3m'|C^k_{m'-m}|3m\rangle\langle2m'|C^k_{m'-m}|2m\rangle .
\end{equation}
Here $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. The sums give $d_2=0.2286$ and $d_4=0.0952$. Equations (\ref{shift}) and (\ref{X}) were tested against traces of the explicit many-electron matrices for the six ions tabulated below, and agree within $10^{-5}$ hartree.

For Xe$^{10+}$, $G^1=16.16$ eV, so $2G^1=32.3$ eV; the other terms reduce this to $X=27.4$ eV. With $n=8$,
\begin{equation}
\bar E-\Delta_f=\tfrac79\times27.36=21.3\ \mathrm{eV},\qquad 0.85\times21.28=18.1\ \mathrm{eV}.
\end{equation}
The array's strength is therefore centred at $92.6+18.1=110.6$ eV, or 11.2 nm. For Sn$^{11+}$, with two spectators instead of seven, the sum is $79.0+0.85\times5.73=83.8$ eV. Of the 26.8 eV between these centres, half comes from the average interval and half from the displacement (\ref{shift}), which is mainly exchange: in Xe$^{10+}$ the $G^k$ terms of $X$ give $31.3$ eV and the $F^k$ terms $-3.9$ eV.

\section{How much strength there is}

Tin's array alone would thus fall below 91.8 eV. What is missing is $4p$--$4d$ excitation and its coupling to the $4d$--$4f$ array. An estimate of strengths shows how large the $4p$--$4d$ part is. For $4d\to4f$, $\sum_{m\sigma}|z|^2=2R_{4f}^2$, with $R_a=\langle4d|r|a\rangle$. For $4d\to5p$ the angular factors are $(4-m^2)/15$ with $|m|\le1$. They add to $(3+4+3)/15=\tfrac23$, or $\tfrac43$ with spin. A given $4d$ orbital is occupied in a fraction $n/10$ of the ground states, so (\ref{f}) gives, for unmixed arrays,
\begin{equation}
f_{4f}=2\bar E\cdot2R_{4f}^2\,\frac{n}{10},\qquad
f_{5p}\approx2\Delta_{5p}\cdot\tfrac43R_{5p}^2\,\frac{n}{10}.
\label{est}
\end{equation}
The second form neglects the small displacement within the $5p$ array.

In Xe$^{10+}$, $R_{4f}=0.838$ and $R_{5p}=0.376$ bohr. The energies are $110.6/27.21=4.07$ and $92.2/27.21=3.39$ hartree. Equation (\ref{est}) gives $f_{4f}=9.1$ and $f_{5p}=1.0$. The complete calculation has $f=11.7$ in all, leaving about 1.6 for $4p$--$4d$ excitation and the interference between the arrays.

In Sn$^{11+}$, $R_{4f}=0.916$ bohr gives $f_{4f}=3.1$, and $R_{5p}=0.409$ bohr gives $f_{5p}=0.4$, out of a total of 8.4. The remainder, about 4.9 and again including interference, is the larger part. The $4p$--$4d$ array diagonalized alone has a strength of 4.2. Few $4d$ electrons mean many $4d$ vacancies for the six $4p$ electrons. More strength is not the whole effect, however. Diagonalized separately, with spin-orbit coupling, the $4d$--$4f$ and $4p$--$4d$ arrays of Sn$^{11+}$ have mean energies of about 84 and 87 eV, both below 91.8 eV. The $4p$--$4d$ array is broad and already has its smoothed peak at 13.3 nm, but the two uncoupled arrays together give only $f=3.9$ between 12.5 and 14.5 nm and 0.5 in the 2\% band, against 7.7 and 2.7 when coupled. The Coulomb coupling between them moves strength to the upper levels of the mixed group, where the two dipole amplitudes add. The mean energy outside the $5p$ levels thereby becomes 93.0 eV. Calling tin a $4d$--$4f$ emitter is shorthand for a mixed group.

The full diagonalization gives the following peaks, after smoothing by a Gaussian of 1 eV standard deviation, and strengths in two wavelength ranges.

\begin{center}
\begin{tabular}{lccc}
Ion & peak (nm) & $f$, 2\% band & $f$, 12.5--14.5 nm\\
Xe$^{9+}$ & 11.2 & 0.03 & 0.32\\
Xe$^{10+}$ & 10.9 & 0.42 & 1.08\\
Xe$^{11+}$ & 10.8 & 0.01 & 0.16\\
Sn$^{10+}$ & 13.5 & 3.9 & 8.5\\
Sn$^{11+}$ & 13.3 & 2.7 & 7.9\\
Sn$^{12+}$ & 13.2 & 1.3 & 7.3
\end{tabular}
\end{center}

The wide range is the safer basis for comparison, because an error of a few tenths of a nanometre can move a peak across the narrow band. The spin-orbit constants come from a $1/r^3$ operator, which gives 6.5 eV for $4p$ in Sn$^{11+}$ against 5.6 eV from the Dirac splitting. Using the Dirac values changes the narrow-band strengths of Sn$^{11+}$ and Sn$^{12+}$ by about 0.1 and that of Xe$^{10+}$ from 0.42 to 0.38, but their wide-range strengths by only about 1\%. In the wide range Sn$^{11+}$ has 7.3 times the strength of Xe$^{10+}$. This ratio belongs to the length form (\ref{f}) and is less certain than that 1\% suggests. The velocity form with the same states gives 4.9 and 1.00, a ratio of about 5. The model lacks ground-state correlation and higher $nf$ orbitals, which weaken the collective group far more than the $5p$ array. In closed-shell Xe$^{8+}$ the random-phase approximation lowers the bright $4d$--$4f$ strength from 12.7 to 8.1, and the $4d$--$5p$ strength from 1.16 to 1.06. The ratio should be read as 5 to 7.

What remains in xenon is indeed $4d$--$5p$. Its average interval in Xe$^{10+}$ corresponds to 13.45 nm, and the estimate $f_{5p}=1.0$ nearly accounts for the 1.08 found. When $4d^75p$ is removed from the calculation, the strength in the wide range drops to 0.06. The $4d^74f$ levels there are nearly dark.

\section{One charge state against several}

The $5p$ interval moves by 8.5 eV per unit charge, while the 2\% band is only 1.8 eV wide. Xe$^{9+}$ and Xe$^{11+}$ therefore miss it almost completely. The tin group moves much less: from Sn$^{10+}$ to Sn$^{12+}$ its computed mean rises by only 1.4 eV over the two steps. For the $4d$--$4f$ array within it, two changes oppose each other. The average interval rises by 3.9 eV, while the loss of two spectators lowers the scaled displacement by $0.85(8.24-2.96)=4.5$ eV. The $4p$--$4d$ part is included in the computed mean, but its shift is not analysed separately here.

If three adjacent charges were equally abundant, the wide-range strengths per ion would average 7.9 for tin and 0.52 for xenon, a ratio of 15 in the length form, with a similar uncertainty to the ratio 7.3. A plasma purely of Xe$^{10+}$ would bring it back to about 7.

\section{The model beside a real source}

Source plasmas have electron temperatures of very roughly 30 eV. Boltzmann populations within the ground configuration at that temperature, instead of equal ones, change the wide-range strengths of Xe$^{10+}$ and Sn$^{11+}$ by about 0.1\% or less. Excited configurations are another matter. In equilibrium at 30 eV the $120\times14=1680$ states of $4d^74f$ in Xe$^{10+}$ would hold about $(1680/45)\,e^{-92.6/30}\approx1.7$ times the population of the 45 ground states. For $4d^24f$ in Sn$^{11+}$ the corresponding factor is $(630/120)\,e^{-79.0/30}\approx0.4$. This is why the strengths are compared per ion in the ground configuration and not per ion of any kind. The approximations in the level structure also matter. Without the factor 0.85 the peaks of Xe$^{10+}$ and Sn$^{11+}$ both move about 0.4 nm to shorter wavelength, but their wide-range strengths change by less than 3\%. Letting the orbitals relax lowers the $4d$--$5p$ average of Xe$^{10+}$ by 0.8 eV, or 0.1 nm. A finer basis and mesh shift it by 0.004 eV.

Local thermal equilibrium is itself a limiting case. For collisions to maintain it across a gap of 92 eV at 30 eV, an optically thin plasma needs an electron density of roughly $10^{20}$ to $10^{21}$ cm$^{-3}$, depending on the collision rates assumed. The critical density for a CO$_2$ laser, which drives many tin sources, is only $10^{19}$ cm$^{-3}$, so level populations there need a collisional-radiative calculation. Optical thinness can fail as well. For a uniform slab with optical depth $\tau$ constant across the band, the intensity is the Planck value times $1-e^{-\tau}$. If xenon has $\tau=0.3$, tin at equal density of ions in the ground configuration, equal thickness and equal temperature has $\tau=7.3\times0.3=2.2$, and the ratio of intensities is
\begin{equation}
\frac{1-e^{-2.2}}{1-e^{-0.3}}\approx3.4
\end{equation}
instead of 7.3. For very thick slabs it tends to 1. Dense plasmas also radiate between multiply excited configurations, which are absent here, and their charge balance is set by collisions and flow. The numbers above thus compare ions. They are not conversion efficiencies of sources. Most of the computed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
2% band: 13.365 to 13.635 nm; 13.5 nm = 91.84 eV
scale on term splittings: 0.85
intervals in eV: average 4d-4f, average 4d-5p, exchange displacement
Xe9+ 4d^9: 90.03, 83.79, 23.05 (unscaled)
Xe10+ 4d^8: 92.55, 92.19, 21.28 (unscaled)
Xe11+ 4d^7: 94.74, 100.72, 18.99 (unscaled)
Sn10+ 4d^4: 76.88, 77.40, 8.24 (unscaled)
Sn11+ 4d^3: 78.96, 85.00, 5.73 (unscaled)
Sn12+ 4d^2: 80.77, 92.74, 2.96 (unscaled)
peak (nm), mean without 5p share (eV), f in 2% band, f in 12.5-14.5 nm, f total
Xe9+: 11.17, 110.91, 0.0326, 0.316, 12.638
Xe10+: 10.94, 113.30, 0.4202, 1.079, 11.708
Xe11+: 10.78, 115.13, 0.0075, 0.158, 10.749
Sn10+: 13.51, 91.87, 3.9448, 8.483, 9.301
Sn11+: 13.32, 92.99, 2.6991, 7.878, 8.386
Sn12+: 13.22, 93.25, 1.3351, 7.285, 7.518
Xe10+ <4d|r|4f>, <4d|r|5p>: 0.8375, 0.3762 bohr
Xe10+ mean radius 4d, 4f, 5p: 0.819, 0.985, 1.577 bohr
Xe10+ strength ratio S(5p)/S(4f): 0.1345
Xe10+ G1(4d,4f): 16.16 eV; X: 27.36 eV
Sn11+ <4d|r|4f>, <4d|r|5p>: 0.9155, 0.4088 bohr
Sn11+ mean radius 4d, 4f, 5p: 0.899, 1.043, 1.641 bohr
Sn11+ strength ratio S(5p)/S(4f): 0.1329
Sn11+ G1(4d,4f): 15.24 eV; X: 25.77 eV
direct coefficients d2, d4: 0.228571, 0.095238
Xe10+ average 4d-5p wavelength: 13.45 nm
Xe10+ f in 12.5-14.5 nm without 4d^7 5p: 0.0643
ratio Sn11+/Xe10+ of f in 12.5-14.5 nm: 7.30
shift per unit charge, Xe 4d-5p average: 8.47 eV
shift per unit charge, Sn 4d-4f group mean: 0.69 eV
relaxation Xe10+ 4f, 5p: -0.08, -0.79 eV
finer basis and mesh, Xe10+ 4f, 5p: -0.0001, -0.0039 eV
Xe10+ unscaled: peak 10.58 nm, f in 12.5-14.5 nm 1.054
Xe10+ at kT = 30 eV: f in 12.5-14.5 nm 1.078
Sn11+ unscaled: peak 12.95 nm, f in 12.5-14.5 nm 7.831
Sn11+ at kT = 30 eV: f in 12.5-14.5 nm 7.881
\end{verbatim}
